\section*{Why electron donation by lithium favours 1T-like MoS2 over 2H}

\section*{Question}

Undoped MoS$_2$ prefers the semiconducting 2H form, in which each molybdenum sits in a trigonal prism of six sulfur atoms. Lithium inserted between the layers gives up its valence electron to them. Why can this tip the balance towards a 1T-like form, in which the sulfur cage is an octahedron, and how many electrons does it take?

\section*{Answer}

\subsection*{Mechanism: where the third electron goes}

Count electrons first. Molybdenum has six valence electrons, and in the ionic count two sulfur atoms take two each. Two remain: the metal is Mo$^{4+}$ with configuration $d^2$. Each fully ionized lithium adds one electron, so Li$_x$MoS$_2$ has $2+x$ electrons per Mo in the $d$ bands.

In the prism the lowest $d$ orbital is $z^2$, with $z$ normal to the layer. Two electrons fill it, and a third must go to a higher level. In the octahedron the three $t_{2g}$ orbitals are degenerate and hold six electrons, so a third finds room at the same energy as the first two. Donation therefore costs less in the octahedron. It favours 1T gradually: the saving must first repay the energy by which undoped 1T lies above 2H.

\subsection*{The site levels, derived}

Let each sulfur raise the $d$ orbital pointing at it by $e_\sigma$ and the two orbitals with $\pi$ overlap by $e_\pi$. The six bonds have equal strength and make the polar angle $\theta$ or $\pi-\theta$ with $z$. The lower sulfur triangle is twisted by $\tau$ relative to the upper one: $\tau=0$ is the prism and $\tau=60^\circ$ the octahedron, if also $\cos^2\theta=1/3$. I take this angle for both cages first.

The two bond parameters can be reduced to one. About its own axis, one ligand gives the energies $(e_\sigma,e_\pi,0)$ to the orbitals with $|m|=0,1,2$. Split them into parts of angular rank 0, 2 and 4:
\begin{equation}
\begin{aligned}
(e_\sigma,e_\pi,0)={}&\frac{e_\sigma+2e_\pi}{5}(1,1,1)+\frac{e_\sigma+e_\pi}{7}(2,1,-2)\\
&+\frac{3e_\sigma-4e_\pi}{35}(6,-4,1).
\end{aligned}
\end{equation}
The rank-2 part of the six-ligand sum has an axial component proportional to $6(3\cos^2\theta-1)/2$, which vanishes at the chosen angle. Its other components carry $e^{\pm i\phi}$ or $e^{\pm 2i\phi}$, where $\phi$ is the ligand azimuth, and cancel over each triangle. Apart from a common shift, only the rank-4 part is left. All splittings are then proportional to $3e_\sigma-4e_\pi$, and it suffices to work them out for $e_\pi=0$.

With $e_\pi=0$, a ligand acts through the value of each orbital in its direction. At $\cos^2\theta=1/3$ these amplitudes are
\begin{align}
z^2:&\quad 0,\\
(x^2-y^2,\,xy):&\quad \tfrac{1}{\sqrt3}(\cos2\phi,\sin2\phi),\\
(xz,\,yz):&\quad \pm\sqrt{\tfrac23}\,(\cos\phi,\sin\phi),
\end{align}
with the upper sign for the upper triangle. The $z^2$ orbital is untouched. Over six ligands $\sum\cos^2\phi=\sum\cos^22\phi=3$, and the same holds for the sines, so the first pair has diagonal energy $e_\sigma$ and the second $2e_\sigma$.

The coupling between the pairs contains products such as $\cos2\phi\cos\phi=\frac12(\cos3\phi+\cos\phi)$. The $\cos\phi$ and $\sin\phi$ terms cancel within a triangle, while $3\phi$ is the same, modulo $2\pi$, for its three atoms: $0$ above and $3\tau$ below. With the opposite signs of the triangles, the coupling matrix is
\begin{equation}
C=\frac{e_\sigma}{\sqrt2}
\begin{pmatrix}1-\cos3\tau&-\sin3\tau\\-\sin3\tau&-(1-\cos3\tau)\end{pmatrix}.
\end{equation}
Its square follows from $(1-\cos3\tau)^2+\sin^23\tau=2(1-\cos3\tau)$:
\begin{equation}
C^{T}C=e_\sigma^2(1-\cos3\tau)\,\mathbf 1=2e_\sigma^2\sin^2(3\tau/2)\,\mathbf 1 .
\end{equation}
Each member of one pair thus couples to one partner in the other, with strength $g=\sqrt2\,e_\sigma|\sin(3\tau/2)|$. The problem splits into two equal $2\times2$ matrices with diagonal $e_\sigma,2e_\sigma$ and off-diagonal $g$. Their eigenvalues are $\frac32e_\sigma\pm\sqrt{\frac14e_\sigma^2+g^2}$. Restoring $e_\pi$ means replacing $3e_\sigma$ by
\begin{equation}
\Delta=3e_\sigma-4e_\pi ,
\end{equation}
and the levels above $z^2$ are
\begin{equation}
\varepsilon_\pm=\Delta\left[\frac12\pm\sqrt{\frac1{36}+\frac29\sin^2\frac{3\tau}{2}}\,\right],
\label{eq:levels}
\end{equation}
each twofold. The prism has levels $0,\Delta/3,2\Delta/3$; the octahedron has $0$ (now threefold) and $\Delta$.

The difference is one of symmetry. The prism has a mirror plane through the metal layer. The pair $(x^2-y^2,xy)$ is even under it and $(xz,yz)$ is odd, so they cannot mix on the site. The twist removes the mirror, and mixing pushes the lower pair down to $z^2$. In this ideal geometry the third electron saves $\Delta/3$ in the octahedron.

\subsection*{Why undoped MoS$_2$ is nevertheless 2H}

At the ideal angle the first two electrons have the same site energy in both cages. Site levels alone do not explain the 2H ground state, so the bands are needed.

For one prismatic layer I use the three mirror-even orbitals on a triangular lattice, with nearest-neighbour hopping. In the order $(z^2,xy,x^2-y^2)$ the hopping matrix along $+x$ is
\begin{equation}
T=\begin{pmatrix}t_0&t_1&t_2\\-t_1&t_{11}&t_{12}\\t_2&-t_{12}&t_{22}\end{pmatrix}.
\end{equation}
The reversed bond has $T^T$, and the other directions follow by threefold rotation. At the zone corner $K$ the three rotated bonds carry the same phase $e^{4\pi i/3}$. Their sum keeps the rotation-invariant parts of $T$: $t_0$, the mean $(t_{11}+t_{22})/2$ and the antisymmetric $t_{12}$. Since $2\cos(4\pi/3)=-1$ and $2\sin(4\pi/3)=-\sqrt3$, the energies at $K$ are
\begin{align}
E_{z^2}&=-3t_0,\\
E_\pm&=\frac{\Delta}{3}-\frac32(t_{11}+t_{22})\pm3\sqrt3\,t_{12}.
\end{align}

The parameters are round and describe the regime of monolayer MoS$_2$: $e_\sigma=1.5$ eV and $e_\pi=0.3$ eV, hence $\Delta=4.5-1.2=3.3$ eV, and $(t_0,t_1,t_2,t_{11},t_{12},t_{22})=(-0.2,0.4,0.5,0.2,0.35,0.05)$ eV. The zero of energy is the $z^2$ site level. Then $E_{z^2}=0.600$ eV and $E_-=1.1-0.375-1.819=-1.094$ eV. On a grid over the whole zone these are the conduction minimum and the valence maximum, so the gap is $1.694$ eV.

This refines the simple filling picture. At $K$ the valence state belongs to the $x^2-y^2,xy$ pair and the conduction state is $z^2$, the reverse of the site order. The first donated electrons therefore do not simply occupy the upper site pair. What survives is that two electrons fill a band, and the next must cross a gap.

Away from $K$, hopping mixes $z^2$ with the pair. If $t_1$ and $t_2$ are set to zero with all else held, the energies at $K$ do not change, but the $z^2$ band ($-1.200$ to $0.600$ eV) and the lower pair band (from $-1.094$ eV upward) now cross freely. They overlap by $1.694$ eV, and the energy at $d^2$ rises by $2.228$ eV per MoS$_2$. In this model the mixing both opens the full gap and stabilizes the filled band.

For the octahedral layer, each $t_{2g}$ orbital hops to its own kind along one bond direction with $t_d=-0.5$ eV. Along that direction the other two exchange through sulfur with $t_s=0.3$ eV. If $p_\gamma$ is the Bloch phase along direction $\gamma$, the Hamiltonian has diagonal elements $2t_d\cos p_\gamma$ and couples the other two orbitals by $2t_s\cos p_\gamma$. Its site energy is also zero, because equation (\ref{eq:levels}) puts $t_{2g}$ level with the prismatic $z^2$. The bands run from $-1.600$ to $1.852$ eV. The lowest two overlap by $1.500$ eV, so $d^2$, one third filling, is metallic.

At $d^2$ the octahedral band energy lies $0.775$ eV above the prismatic one. The sign agrees with the stability of 2H, but the size is no prediction: changing the octahedral hoppings by $-20\%$ or $+20\%$ gives $1.201$ or $0.349$ eV. The offset is therefore an input below.

\subsection*{From filling to an energy balance}

Let $E_T(x)$ and $E_H(x)$ be the energies per MoS$_2$ of the octahedral and prismatic hosts with $x$ donated electrons. At equal $x$ the energy of the lithium source cancels in their difference. I assume rigid bands, complete donation and equal lithium--host interaction in both forms apart from the band filling. Adding $dn$ electrons at zero temperature occupies states at the chemical potential $\mu$, so $dE=\mu\,dn$. Integrating for both hosts and subtracting gives
\begin{equation}
D(x)=E_T(x)-E_H(x)=A_0-\int_0^x\left[\mu_H(n)-\mu_T(n)\right]dn,
\label{eq:balance}
\end{equation}
where $n$ counts donated electrons and $A_0=D(0)>0$. Donation works towards 1T where $\mu_H>\mu_T$; 1T is lower in energy once the integral exceeds $A_0$. For a constant difference $\delta\mu$ the crossing is at
\begin{equation}
x_c\simeq\frac{A_0}{\delta\mu}.
\label{eq:estimate}
\end{equation}
If $\delta\mu<A_0$, this estimate puts the crossing beyond one lithium per Mo. With site levels alone, $\delta\mu=\Delta/3=1.1$ eV.

The same balance covers a small removal of electrons. Holes in 2H start at $-1.094$ eV. In 1T, $\mu_T=-0.659$ eV at $x=0.1$, and the density of states at $d^2$, $2\times0.809$ per eV, places $\mu_T(0)$ near $-0.72$ eV. Electrons are thus cheaper to remove from 1T as well, and $D$ initially falls by about $0.37$ eV per hole. For the first donated electrons the rate is $0.60+0.72\approx1.3$ eV. A metal accepts either change without crossing a gap, but in this model donation is the more effective.

\subsection*{The number}

As a rough value at the level of semilocal density functionals I take $A_0=0.8$ eV for undistorted 1T. The chemical potentials at 300 K are:

\begin{center}
\begin{tabular}{cccc}
$x$ & $\mu_H$ (eV) & $\mu_T$ (eV) & difference (eV)\\
0.1 & 0.834 & $-0.659$ & 1.494\\
0.5 & 1.171 & $-0.329$ & 1.500\\
1.0 & 1.382 & 0.149 & 1.233
\end{tabular}
\end{center}

The difference exceeds $\Delta/3=1.1$ eV at all three fillings, but not for one reason. The site levels alone would give $\mu_H=1.1$ eV and $\mu_T=0$. At $x=0.1$ $\mu_H$ is below its site value, but $\mu_T$ is further below its own. At $x=1$ both are above their site values, $\mu_H$ by more. Equation (\ref{eq:estimate}) with $\delta\mu=1.5$ eV gives $x_c\approx0.8/1.5=0.53$. The full integral gives $D(0.50)=0.029$ eV, $D(0.75)=-0.325$ eV and
\begin{equation}
x_c=0.52\quad\text{electrons per Mo}.
\end{equation}
As a test of equation (\ref{eq:balance}), the chemical potentials were found separately at 300 K on another grid and integrated from $x=0.1$ to $1$. The result, $1.2988$ eV, agrees with the fall of $1.2990$ eV in $D$ obtained from zero-temperature total energies.

The term ``1T-like'' allows the metal atoms to pair up. For this distorted form I take a rough $A_0=0.55$ eV and keep the undistorted bands for the added electrons; then $x_c=0.36$. Alternating the direct hopping along one direction by $\pm0.10$ eV lowers the electronic energy by $0.009$ eV at $d^2$ and $0.012$ eV at $d^3$, before any elastic cost. Pairing is thus electronically favourable and slightly more so after donation, but this small modulation does not account for the assumed $0.25$ eV lowering. It is also simpler than the real distortion, in which two bond directions alternate and the metal atoms form zigzag chains.

With a rough lattice constant of $0.316$ nm, one electron per Mo is $1.16\times10^{15}$ cm$^{-2}$. The two crossings correspond to $6.0\times10^{14}$ and $4.1\times10^{14}$ cm$^{-2}$ per layer, or to 87 and 60 mAh per gram of MoS$_2$.

\subsection*{How far the number can be trusted}

One uncertain part is the treatment of the two hosts on one energy scale. Shifting all octahedral levels by $-0.3$ or $+0.3$ eV, with $A_0$ fixed, moves the undistorted crossing to $0.43$ or $0.66$. Scaling the octahedral hoppings by $0.8$ or $1.2$, again with $A_0$ fixed, gives $0.56$ or $0.48$.

The real cage is elongated. With a rough half thickness of $0.156$ nm the polar angle is $49.5^\circ$ instead of $54.7^\circ$. If both cages have this angle, the third electron enters the prism at $1.866$ eV and the octahedron at $1.098$ eV, measured from the free-ion level. The saving falls from $1.10$ to $0.77$ eV but keeps its sign. The octahedral pair now also lies below $z^2$, at $1.478$ eV, so the site levels favour the octahedron even at $d^2$ and cannot by themselves explain the 2H ground state. Using these site levels for the octahedral bands alone, with $A_0$ and the prismatic bands held, gives $x_c=0.45$. Using them in both cages, so that the prismatic splitting also falls from $1.1$ to $0.39$ eV, gives $x_c=0.60$, in line with the smaller saving.

The nearest-neighbour prismatic model describes the side valleys of the conduction band poorly. Extra low-lying states would slow the rise of $\mu_H$. In the limiting case $\mu_H$ stays at the band edge, $0.600$ eV. Then $D(1)=-0.11$ eV for undistorted 1T and $-0.36$ eV for the distorted form. The preference at $x=1$ survives, though narrowly in the first case. The crossings move to $0.79$ and $0.48$. An edge only $0.11$ eV lower would push the undistorted crossing beyond $x=1$. This matters because the bands are those of a single layer, with the side valley about $1.1$ eV above $K$ in this model, whereas in bulk 2H the side valleys form the conduction minimum.

Smaller effects do not decide the matter here. At $x_c$ the electronic free energy at 300 K changes $D$ by about $3$ meV, which moves the crossing by about $0.003/1.5=0.002$; vibrations are left out. A rough spin--orbit constant of $0.08$ eV changes $D(x_c)$ by less than $1$ meV in this model when $A_0$ is held fixed. A rough Stoner parameter of $0.5$ eV gives a product of $0.40$ with the octahedral density of states per spin at $d^2$. This is below one, so the mean-field criterion gives no uniform ferromagnetism there. The margin is smaller after donation: the product reaches about $0.9$ in the prismatic host near $x=0.5$ and about $0.8$ in the octahedral host at $x=1$.

\subsection*{Beside real MoS$_2$}

Lithium insertion is known to turn 2H MoS$_2$ into distorted, 1T-like material, in line with the direction found here. The model gap is close to the usual semilocal value for a monolayer, which is not the quasiparticle gap. The required densities are far above the roughly $10^{13}$ cm$^{-2}$ typical of gating through a solid dielectric, so these crossings should not be read as gate-switching conditions. Real lithiated crystals break the assumption of a uniform, fully ionized donor whose ions bind equally to both hosts. If only 80\% of each electron were transferred and nothing else changed, the undistorted crossing would need $0.52/0.8=0.65$ lithium per Mo. An unequal binding of the ions that grows in proportion to $x$ acts like the level shift above: $0.3$ eV per lithium moves $x_c$ by roughly $0.1$.

Nor is $x_c$ the composition at which a crystal must transform. At the crossing the two energy curves have different slopes, and the slope of the lower envelope drops abruptly there, which makes a kink that points upward. In this model the straight line joining undoped 2H to 1T at $x=1$ lies below it, so a mixture of these two has lower energy than either uniform phase near $x_c$. Whether and how fast the sulfur planes slide also depends on a barrier, which equation (\ref{eq:balance}) does not contain. The numerical output gives the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Inputs e_sigma, e_pi: 1.5, 0.3 eV; Delta = 3.30 eV
Prism levels above z2: 0.000, 1.100, 1.100, 2.200, 2.200 eV
Octahedron levels above z2: 0.000, 0.000, 0.000, 3.300, 3.300 eV
Third-electron saving, ideal angle: 1.100 eV
Lattice constant, half thickness: 0.316, 0.156 nm (rough)
Polar angle, ideal and real: 54.74, 49.47 deg
Real-angle prism levels: 1.478, 1.866, 1.866, 3.695, 3.695 eV (free-ion zero)
Real-angle octahedron levels: 1.098, 1.098, 1.478, 4.463, 4.463 eV (free-ion zero)
Third-electron saving, real angle: 0.768 eV
H hoppings t0,t1,t2,t11,t12,t22: -0.2,0.4,0.5,0.2,0.35,0.05 eV
T hoppings direct, via sulfur: -0.5, 0.3 eV
H valence top, conduction edge, gap: -1.094, 0.600, 1.694 eV
H gap without z2 mixing (negative = overlap): -0.287 eV
H energy gain from z2 mixing at d2: 2.228 eV per MoS2
T band range: -1.600 to 1.852 eV
T overlap of lowest two bands: 1.500 eV
Band-only E_T-E_H at x=0: 0.775 eV per MoS2
Same, T hoppings x0.8 and x1.2: 1.201, 0.349 eV per MoS2
Input A0, undistorted and distorted: 0.8, 0.55 eV (rough)
x=0.1: mu_H=0.834, mu_T=-0.659, difference=1.494 eV (300 K)
x=0.5: mu_H=1.171, mu_T=-0.329, difference=1.500 eV (300 K)
x=1.0: mu_H=1.382, mu_T=0.149, difference=1.233 eV (300 K)
D(x=0.00) = 0.800 eV per MoS2
D(x=0.25) = 0.423 eV per MoS2
D(x=0.50) = 0.029 eV per MoS2
D(x=0.75) = -0.325 eV per MoS2
D(x=1.00) = -0.641 eV per MoS2
Integral of mu_H-mu_T, x=0.1 to 1: 1.2988 eV
Drop of D from total energies, same range: 1.2990 eV
Crossing x_c, undistorted 1T: 0.520 electrons per Mo
Crossing x_c on finer grid: 0.520 electrons per Mo
Crossing x_c, distorted 1T-like: 0.357 electrons per Mo
Electron density at x=1: 1.156e+15 cm^-2
Electron density at x_c, undistorted: 6.012e+14 cm^-2
Electron density at x_c, distorted: 4.134e+14 cm^-2
Charge at x_c, undistorted and distorted: 87.0, 59.9 mAh per g MoS2
Pairing: bond hopping change +-0.10 eV
Pairing electronic gain at d2, d3: 0.0090, 0.0119 eV per MoS2 (no elastic cost)
Spin-orbit constant 0.08 eV (rough): D(x_c) shift -0.0 meV
300 K electronic free-energy shift of D(x_c): 2.8 meV
x_c if T levels shift by -0.3, +0.3 eV: 0.434, 0.656
x_c if T hoppings x0.8, x1.2 (A0 fixed): 0.559, 0.484
x_c with real-angle T levels (A0 fixed): 0.448
D(1) with mu_H pinned at edge, undistorted: -0.110 eV
D(1) with mu_H pinned at edge, distorted: -0.360 eV
T density of states at d2: 0.809 per eV per spin
Stoner product for I=0.5 eV (rough): 0.405
\end{verbatim}
